# When both four-band hole energies curve downward along every direction

## Form fixed by dimensions and symmetry

Near the top of the valence band of a cubic crystal, let the hole Hamiltonian be quadratic in the wavevector $\mathbf k$. With $A=\hbar^2/2m_0$, where $m_0$ is the free-electron mass, every energy is $Ak^2$ times a dimensionless function of direction. Along a line $\mathbf k=t\mathbf n$ with $|\mathbf n|=1$, the energy is therefore $t^2E(\mathbf n)$. Its curvature is one number for each band and direction.

Symmetry restricts that number further. Suppose, as in silicon, that the four states at the band top form a quartet with angular momentum $J=3/2$. Since the Hamiltonian is even in $\mathbf k$ and respects time reversal, its levels at each $\mathbf k$ come in Kramers pairs, with energies $E_1$ and $E_2$. The traces give

$$E_1+E_2=\tfrac12\mathrm{tr}H,\qquad (E_1-E_2)^2=\mathrm{tr}H^2-\tfrac14(\mathrm{tr}H)^2 .$$

The first is a quadratic polynomial with cubic symmetry, so it is proportional to $k^2$. The second is a quartic polynomial with cubic symmetry, so it combines $k^4$ with

$$P=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2 .$$

Hence $E=-A\left[\gamma_1k^2\pm\sqrt{a k^4+bP}\right]$, and what remains is to find $a$ and $b$.

## Hamiltonian and precise statement

Energies are electron energies, zero at the band top, so a hole band normally falls away from $\mathbf k=0$. The four-band Luttinger Hamiltonian is

$$H=-A\Big[\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2\sum_i k_i^2J_i^2-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)\Big],$$

with dimensionless $J_i$ and real $\gamma_1,\gamma_2,\gamma_3$ of either sign. The crystal is unstrained. Terms linear in $\mathbf k$, higher powers of $\mathbf k$ and the split-off band are omitted.

**Statement.** Both energies have a negative second derivative along every straight line through $\mathbf k=0$ if and only if

$$\gamma_1>2|\gamma_2|\quad\text{and}\quad\gamma_1>2|\gamma_3| .$$

The words "through $\mathbf k=0$" matter: the conditions do not make the energy surface concave at other wavevectors, as shown below.

## Reduction to five anticommuting matrices

Define

$$\Gamma_1=\frac{J_yJ_z+J_zJ_y}{\sqrt3},\quad \Gamma_2=\frac{J_zJ_x+J_xJ_z}{\sqrt3},\quad \Gamma_3=\frac{J_xJ_y+J_yJ_x}{\sqrt3},$$

$$\Gamma_4=\frac{J_x^2-J_y^2}{\sqrt3},\qquad \Gamma_5=J_z^2-\tfrac54 .$$

Order the eigenstates of $J_z$ as $3/2,1/2,-1/2,-3/2$. Then $\Gamma_5=\mathrm{diag}(1,-1,-1,1)$. For $\Gamma_3$ and $\Gamma_4$ use $J_\pm=J_x\pm iJ_y$, which gives

$$J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad J_xJ_y+J_yJ_x=\tfrac1{2i}(J_+^2-J_-^2).$$

The nonzero elements of $J_+^2$ take $-1/2$ to $3/2$ and $-3/2$ to $1/2$. Both equal $2\sqrt3$, the product of the ladder factors $2$ and $\sqrt3$. For $\Gamma_1$ and $\Gamma_2$, an element of $J_zJ_x+J_xJ_z$ between $m$ and $m'$ is $(m+m')$ times that of $J_x$, and likewise for $J_y$. The factor $m+m'$ is $2$, $0$ and $-2$ for the three neighbouring pairs. In terms of Pauli matrices, with the first factor labelling the upper and lower pair of states,

$$\Gamma_1=\sigma_z\otimes\sigma_y,\quad \Gamma_2=\sigma_z\otimes\sigma_x,\quad \Gamma_3=\sigma_y\otimes1,\quad \Gamma_4=\sigma_x\otimes1,\quad \Gamma_5=\sigma_z\otimes\sigma_z .$$

Each matrix squares to one and has zero trace. Different matrices anticommute: $\Gamma_1,\Gamma_2,\Gamma_5$ do so among themselves through their second factors, and every other pair does so through its first factors. Thus

$$\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}.$$

To rewrite $H$, use $J_x^2+J_y^2+J_z^2=15/4$. This gives $J_z^2=\frac54+\Gamma_5$ and $J_x^2+J_y^2=\frac52-\Gamma_5$, while $J_x^2-J_y^2=\sqrt3\,\Gamma_4$. Therefore

$$J_{x}^2=\tfrac54-\tfrac12\Gamma_5+\tfrac{\sqrt3}2\Gamma_4,\qquad J_{y}^2=\tfrac54-\tfrac12\Gamma_5-\tfrac{\sqrt3}2\Gamma_4,$$

$$\sum_i k_i^2J_i^2=\tfrac54k^2+\left[k_z^2-\tfrac12(k_x^2+k_y^2)\right]\Gamma_5+\tfrac{\sqrt3}2(k_x^2-k_y^2)\Gamma_4 .$$

Multiplied by $-2\gamma_2$, the first term becomes $-\frac52\gamma_2k^2$ and cancels the same term in $H$. What remains is

$$H=-A\Big[\gamma_1k^2-2\sum_{a=1}^5d_a\Gamma_a\Big],$$

$$d_1=\sqrt3\gamma_3k_yk_z,\quad d_2=\sqrt3\gamma_3k_zk_x,\quad d_3=\sqrt3\gamma_3k_xk_y,$$

$$d_4=\tfrac{\sqrt3}2\gamma_2(k_x^2-k_y^2),\qquad d_5=\gamma_2\left[k_z^2-\tfrac12(k_x^2+k_y^2)\right].$$

## Energies and proof

In the square of $\sum_ad_a\Gamma_a$ the cross terms cancel in pairs, leaving $d^2=\sum_ad_a^2$ times the unit matrix. The eigenvalues are therefore $+d$ or $-d$. Since the trace is zero, each occurs twice.

The first three coefficients contribute $3\gamma_3^2P$ to $d^2$. The last two contribute

$$\gamma_2^2\left\{\tfrac34(k_x^2-k_y^2)^2+\left[k_z^2-\tfrac12(k_x^2+k_y^2)\right]^2\right\}
=\gamma_2^2\Big(\sum_i k_i^4-P\Big).$$

For example, the coefficient of $k_x^4$ is $\frac34+\frac14=1$, that of $k_x^2k_y^2$ is $-\frac32+\frac12=-1$, and that of $k_x^2k_z^2$ is $-1$. Because $k^4=\sum_i k_i^4+2P$,

$$d^2=\gamma_2^2(k^4-3P)+3\gamma_3^2P .$$

Define the direction weight $w=3P/k^4$. It is not negative, and it cannot exceed one because

$$k^4-3P=\tfrac12\left[(k_x^2-k_y^2)^2+(k_y^2-k_z^2)^2+(k_z^2-k_x^2)^2\right]\ge0 .$$

The value $w=0$ belongs to the $\langle100\rangle$ directions, where two components vanish. The value $w=1$ belongs to $\langle111\rangle$, where all components have equal magnitude. In terms of $w$,

$$E_\pm(t\mathbf n)=-At^2[\gamma_1\pm2R(\mathbf n)],\qquad R=\sqrt{(1-w)\gamma_2^2+w\gamma_3^2}.$$

Define the curvature coefficient $c=-(2A)^{-1}d^2E/dt^2$. Then $c_\pm=\gamma_1\pm2R$, and positive $c$ means downward curvature. The upper band, with coefficient $c_-$, is the heavy-hole band when both coefficients are positive. The line masses are $m_0/c_\pm$.

*Sufficiency.* $R^2$ is a weighted mean of $\gamma_2^2$ and $\gamma_3^2$, so $R\le\max(|\gamma_2|,|\gamma_3|)$. If both inequalities hold, then $\gamma_1>2R$ in every direction. Both coefficients are positive.

*Necessity.* If both bands curve downward everywhere, then $c_->0$ along [100] and along [111]. There $R=|\gamma_2|$ and $R=|\gamma_3|$, which gives the two inequalities. They also imply $\gamma_1>0$, so this needs no separate condition. This completes the proof.

The absolute values have a direct meaning. Along [100], the states with $J_x=\pm3/2$ have coefficient $\gamma_1-2\gamma_2$ and those with $J_x=\pm1/2$ have $\gamma_1+2\gamma_2$. Reversing the sign of $\gamma_2$ exchanges which pair is heavy but leaves the two curvatures unchanged. Along [111], $\gamma_3$ plays the same part.

If $\gamma_1=2|\gamma_2|$, a band is flat along [100]. If $\gamma_1=2|\gamma_3|$, one is flat along [111]. The inequalities must therefore be strict. In the spherical case $\gamma_2=\gamma_3$, the two conditions merge and each band has the same curvature in all directions.

## What an implementation may and may not infer

The smallest coefficient over all directions is $\gamma_1-2\max(|\gamma_2|,|\gamma_3|)$, so no angular search is needed. If sampled directions are used instead, both [100] and [111] must be among them.

Mixed second derivatives at $\mathbf k=0$ are not a substitute for line curvatures. If the energy had a full quadratic expansion there, cubic symmetry would make it isotropic. That requires $R$ to be independent of $w$, hence $\gamma_2^2=\gamma_3^2$. Otherwise the energy has no quadratic expansion at $\mathbf k=0$, although every line curvature exists. For $\gamma_2\ne0$ the second partial derivatives along the cubic axes also exist there, and the mixed ones vanish: $d$ is smooth on the axes away from the origin and depends only on the squares $k_i^2$. The matrix they form would assign the [100] curvature to every direction, which is wrong.

Away from $\mathbf k=0$ the curvature across the line to the origin can have either sign. Take $\mathbf k=(k_0,y,0)$ with $k_0\ne0$, $\gamma_2\ne0$ and small $y$. Then

$$d^2=\gamma_2^2k_0^4+(3\gamma_3^2-\gamma_2^2)k_0^2y^2+O(y^4).$$

Taking the square root and using $E_-=-A(\gamma_1k^2-2d)$,

$$E_-=-A\left[(\gamma_1-2|\gamma_2|)k_0^2+\left(\gamma_1+|\gamma_2|-\frac{3\gamma_3^2}{|\gamma_2|}\right)y^2\right]+O(y^4).$$

The second bracket is the transverse coefficient. When it is negative, the upper band bends upward sideways even if it bends downward along every line through the origin. A mass taken from a line through $\mathbf k=0$ must then not be used for transverse motion at finite $k_0$.

## Silicon in the four-band model

Choose the model inputs $\gamma_1=4.3$, $\gamma_2=0.34$ and $\gamma_3=1.45$. They are roughly typical of silicon; the last digit of $\gamma_3$ is a choice, not a measured result. The two margins are

$$\gamma_1-2|\gamma_2|=3.62,\qquad \gamma_1-2|\gamma_3|=1.40 .$$

Both are positive, so the conditions hold, and [111] is the tighter direction. Along [110], $w=3/4$, so

$$R^2=\tfrac14(0.34)^2+\tfrac34(1.45)^2=1.606,\qquad c_-=4.3-2(1.267)=1.77 .$$

The line coefficients and masses are:

- [100]: $c=3.62$ and $4.98$; heavy and light masses $0.28\,m_0$ and $0.20\,m_0$.
- [110]: $c=1.77$ and $6.83$; masses $0.57\,m_0$ and $0.15\,m_0$.
- [111]: $c=1.40$ and $7.20$; masses $0.71\,m_0$ and $0.14\,m_0$.

The transverse coefficient of the upper band at $\mathbf k$ along [100] is $4.3+0.34-3(1.45)^2/0.34=-13.9$. The upward sideways bending is thus present in this silicon model. It is strong on the axis but confined to a narrow range around it: at $\mathbf k=(k_0,y,0)$ the coefficient for motion along $y$ is $-5.3$ at $|y|=0.1k_0$ and turns positive near $|y|=0.17k_0$.

To see a failure, hold $\gamma_1$ and $\gamma_2$ fixed and raise $\gamma_3$ to $2.3$. This altered set does not represent silicon. Its smaller coefficient is $3.62$ along [100] and $0.30$ along [110], but $-0.30$ along [111]. The directions [100] and [110] pass while the upper band rises along [111].

## Size of the omitted split-off band

Spin-orbit coupling places another pair of states an energy $\Delta$ below the quartet. They can be restored by using three p-like orbitals with spin. The orbital part has diagonal elements

$$-A[(\gamma_1+4\gamma_2)k_i^2+(\gamma_1-2\gamma_2)(k^2-k_i^2)]$$

and off-diagonal elements $-6A\gamma_3k_ik_j$. The spin-orbit part is $(\Delta/3)(\mathbf L\cdot\boldsymbol\sigma-1)$, where $\mathbf L$ is the orbital angular momentum with $L=1$. Since $\mathbf L\cdot\boldsymbol\sigma$ is $1$ for $J=3/2$ and $-2$ for $J=1/2$, the levels at $\mathbf k=0$ are $0$ and $-\Delta$.

Take $\gamma_3>0$, as in silicon. Along [111] the orbital along $\mathbf k$ has coefficient $\gamma_1+4\gamma_3$, and the two transverse orbitals have $\gamma_1-2\gamma_3$. Let $q=Ak^2$ and measure angular momentum along $\mathbf k$. The state with $m_L=1$ and spin up has no partner of equal total projection, and its spin-orbit energy is zero. The heavy band is thus unchanged: $E=-(\gamma_1-2\gamma_3)q$. The longitudinal orbital with spin up couples to $m_L=1$ with spin down through

$$\begin{pmatrix}-(\gamma_1+4\gamma_3)q-\Delta/3&\sqrt2\Delta/3\\ \sqrt2\Delta/3&-(\gamma_1-2\gamma_3)q-2\Delta/3\end{pmatrix}.$$

Half the trace is $-(\gamma_1+\gamma_3)q-\Delta/2$. The square of half the diagonal difference plus the square of the coupling is

$$S^2=\left(\tfrac{\Delta}{6}-3\gamma_3q\right)^2+\tfrac{2\Delta^2}{9}=\tfrac{\Delta^2}{4}-\Delta\gamma_3q+9\gamma_3^2q^2 .$$

The upper root is the light band, $E=-(\gamma_1+\gamma_3)q-\Delta/2+S$. For small $q$ and $\Delta>0$, expanding $S$ gives

$$E=-(\gamma_1+2\gamma_3)q+\frac{8\gamma_3^2q^2}{\Delta}+O(q^3).$$

The first term is the four-band result. The second is positive: repulsion from the split-off band makes the light band shallower.

For silicon take the rough value $\Delta=0.044$ eV. At $k=0.20\ \mathrm{nm^{-1}}$, $Ak^2=0.03810\times0.040=0.001524$ eV. The four-band light energy along [111] is $-7.20\times0.001524=-0.0110$ eV. The six-band value is $-0.0100$ eV, about 9% shallower relative to the four-band depth.

The local curvature can even change sign. Because $q=Ak^2$, $d^2E/dk^2=2A(dE/dq+2q\,d^2E/dq^2)$. Differentiating $S$ twice gives $d^2S/dq^2=2\Delta^2\gamma_3^2/S^3$, so the local coefficient is

$$c(k)=\gamma_1+\gamma_3-\frac{18\gamma_3^2q-\Delta\gamma_3}{2S}-\frac{4\Delta^2\gamma_3^2q}{S^3}.$$

It starts at $\gamma_1+2\gamma_3$. Numerical root finding on second differences of the six-band eigenvalues shows that it is negative between $k=0.27$ and $0.54\ \mathrm{nm^{-1}}$. The band lies $0.017$ eV and $0.040$ eV below the top at these ends. It still falls throughout: $dS/dq$ increases towards $3\gamma_3$, so $dE/dq<-(\gamma_1-2\gamma_3)<0$ for these parameters.

A scan of second differences along [110], from $0.02$ to $1.00\ \mathrm{nm^{-1}}$, gives a least heavy-band coefficient of about $-0.2$ near $0.51\ \mathrm{nm^{-1}}$. In this six-band model that band, too, bends upward locally. The size of this minimum is sensitive to $\gamma_3$: with $\gamma_1$ and $\gamma_2$ fixed it is about $-0.07$ for $\gamma_3=1.40$ and $-0.38$ for $\gamma_3=1.49$, and it is positive for $\gamma_3=1.35$. Neither result contradicts the statement, which concerns the four-band model and hence the curvature at the band top.

## Use for real silicon at room temperature

The parameters above are in the usual range for silicon, but the four-band model covers a small energy range there because $\Delta$ is small. At 300 K, $k_BT=0.026$ eV, more than half of $\Delta$. At the wavevector where the four-band light band along [111] is $k_BT$ deep, diagonalizing the six-band matrix gives a depth of $0.020$ eV, which is 21% less. The same comparison for the heavy band along [110] gives $0.014$ eV, 46% less; this figure runs from 40% to 51% as $\gamma_3$ goes from $1.40$ to $1.49$. Constant line masses from the band top therefore misplace these energies by tens of percent, and the errors in local masses and hole densities can be larger: for nondegenerate holes at 300 K the six-band model gives about 2.4 times the four-band density at the same Fermi level. They should not be used for thermal holes in silicon when such errors matter. More distant bands, roughly $3.4$ eV away, enter only through the values of $\gamma_1,\gamma_2,\gamma_3$; their effect beyond order $k^2$ at these wavevectors has not been calculated. Strained or confined channels also break the assumption of an unstrained bulk crystal. Their effect depends on the strain and confinement and is not included in these figures.
